# Dynamical Exchange-Correlation Friction on a Slow Ion in an Electron Gas: verification in Python

```python
"""Low-velocity friction Q of a heavy ion in an electron gas (F = -Q v).

Result under test: Q = Q_KS + Q_xc, where
  Q_KS = -d/dw Im <dVs|chi_s(w)|dVs>   scattering from the static KS potential
  Q_xc = -d/dw Im <dn0|f_xc(w)|dn0>    dynamical exchange-correlation, w -> 0
dVs, dn0: gradients of the static Kohn-Sham potential and density along v;
chi_s: Kohn-Sham response; f_xc: exchange-correlation kernel.
Hartree atomic units are used unless a printed unit says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.special import j0, j1, spherical_jn, spherical_yn, eval_legendre

pi = np.pi

# ---- Exact two-electron ring: inverse-response algebra at order w^2 ----
# A finite system has added mass instead of friction; the algebra is the same.
M, length = 31, 10.0
angle = 2 * pi * np.arange(M) / M
wave = 2 * pi * np.fft.fftfreq(M, length / M)
one = np.eye(M)
kinetic = np.fft.ifft(wave[:, None]**2 / 2 * np.fft.fft(one, axis=0), axis=0).real
gradient = np.fft.ifft(1j * wave[:, None] * np.fft.fft(one, axis=0), axis=0).real
v_ion = -np.exp(3 * (np.cos(angle) - 1))
repulsion = 2 * np.exp(2 * (np.cos(angle[:, None] - angle[None, :]) - 1))
potential = v_ion[:, None] + v_ion[None, :] + repulsion
hamiltonian = np.kron(kinetic, one) + np.kron(one, kinetic) + np.diag(potential.ravel())
energy, vectors = np.linalg.eigh(hamiltonian)
states = vectors.T.reshape(-1, M, M)
amplitude = (np.einsum('ij,nij->ni', states[0], states)
             + np.einsum('ji,nji->ni', states[0], states))
density = amplitude[0]
gap, amplitude = energy[1:] - energy[0], amplitude[1:]

orbital = np.sqrt(density / 2)
v_ks = -(kinetic @ orbital) / orbital
level, orbitals = np.linalg.eigh(kinetic + np.diag(v_ks))
assert abs(level[0]) < 1e-7          # the inverted orbital is the KS ground state
gap_ks = level[1:] - level[0]
amplitude_ks = np.sqrt(2) * (orbitals[:, :1] * orbitals[:, 1:]).T


def response(w_squared, gaps, amps):
    return (amps.T * (2 * gaps / (w_squared - gaps**2))) @ amps


def inverse(matrix):
    return np.linalg.pinv((matrix + matrix.T) / 2, rcond=1e-9, hermitian=True)


def kernel(w_squared):
    return (inverse(response(w_squared, gap_ks, amplitude_ks))
            - inverse(response(w_squared, gap, amplitude)))


dv_ion, dv_ks, dn = gradient @ v_ion, gradient @ v_ks, gradient @ density
translation_error = np.max(abs(response(0, gap, amplitude) @ dv_ion - dn))
translation_error_ks = np.max(abs(response(0, gap_ks, amplitude_ks) @ dv_ks - dn))
assert max(translation_error, translation_error_ks) < 1e-4 * np.max(abs(dn))
mass_exact = 2 * np.sum((amplitude @ dv_ion)**2 / gap**3)
mass_ks = 2 * np.sum((amplitude_ks @ dv_ks)**2 / gap_ks**3)
step = 1e-4
mass_xc = -dn @ (kernel(step) - kernel(-step)) @ dn / (2 * step)
mass_difference = mass_exact - mass_ks
assert abs(mass_difference - mass_xc) < 1e-2 * abs(mass_difference)
static_kernel = kernel(0)


def adiabatic(w_squared):
    return inverse(inverse(response(w_squared, gap_ks, amplitude_ks)) - static_kernel)


mass_adiabatic = -dv_ion @ (adiabatic(step) - adiabatic(-step)) @ dv_ion / (2 * step)
assert abs(mass_adiabatic - mass_ks) < 1e-2 * abs(mass_difference)


# ---- Static-potential friction and the transport cross section ----
def scattering(depth, k, l_max=8):
    """Phase shifts and radial force elements for V = depth exp(-r^2/2)."""
    start, end = 1e-3, 9.0
    node, weight = np.polynomial.legendre.leggauss(80)
    r = start + (node + 1) * (end - start) / 2
    weight = weight * (end - start) / 2
    shifts, waves = [], []
    for l in range(l_max + 1):
        def radial(x, u):
            return [u[1], (2 * depth * np.exp(-x * x / 2)
                           + l * (l + 1) / x**2 - k * k) * u[0]]
        sol = solve_ivp(radial, (start, end), [1.0, (l + 1) / start],
                        method='DOP853', t_eval=np.append(r, end),
                        rtol=1e-10, atol=1e-12)
        x = k * end
        jn, yn = spherical_jn(l, x), spherical_yn(l, x)
        djn, dyn = spherical_jn(l, x, True), spherical_yn(l, x, True)
        basis = np.array([[x * jn, x * yn],
                          [k * (jn + x * djn), k * (yn + x * dyn)]])
        a, b = np.linalg.solve(basis, sol.y[:, -1])
        shifts.append(np.arctan(-b / a))
        waves.append(sol.y[0, :-1] * np.cos(shifts[-1]) / a)
    slope = -r * depth * np.exp(-r * r / 2)
    elements = np.array([np.sum(weight * slope * waves[l] * waves[l + 1])
                         for l in range(l_max)])
    return np.array(shifts), elements


def golden_rule_friction(elements, k):
    l = np.arange(len(elements))
    return 4 * pi * np.sum((l + 1) / 3 * (2 / (pi * k))**2 * elements**2)


k_fermi = 1.0
gas_density = k_fermi**3 / (3 * pi**2)
shifts, elements = scattering(-1.0, k_fermi)
predicted = k_fermi**2 / 2 * np.sin(shifts[:-1] - shifts[1:])
assert np.max(abs(elements - predicted)) < 1e-6
cosine, cosine_weight = np.polynomial.legendre.leggauss(60)
scatter_amp = sum((2 * l + 1) * np.exp(1j * d) * np.sin(d) * eval_legendre(l, cosine)
                  for l, d in enumerate(shifts)) / k_fermi
sigma_tr = 2 * pi * np.sum(cosine_weight * (1 - cosine) * abs(scatter_amp)**2)
q_strong = golden_rule_friction(elements, k_fermi)
assert abs(q_strong / (gas_density * k_fermi * sigma_tr) - 1) < 1e-4

# ---- First-order exchange response: expansion checked on a discrete model ----
rng = np.random.default_rng(4)
occ, delta = rng.normal(size=6), rng.normal(size=6)
coupling = rng.normal(size=(6, 6))
coupling = coupling + coupling.T
frequency = 0.2 + 0.7j


def coupled_response(strength):
    w = strength * coupling
    matrix = np.diag(frequency - delta - w @ occ) + occ[:, None] * w
    return np.sum(np.linalg.solve(matrix, occ))


propagator = 1 / (frequency - delta)
first_order = np.sum(coupling * np.outer(occ, occ)
                     * (propagator[:, None] - propagator[None, :])**2) / 2
numeric = (coupled_response(1e-4) - coupled_response(-1e-4)) / 2e-4
assert abs(numeric - first_order) < 1e-5 * abs(first_order)

# ---- Uniform gas with interaction w(q) = w0 exp(-q^2/(2 b^2)), for w0 = 1 ----
t_node, t_weight = np.polynomial.legendre.leggauss(40)
t_node, t_weight = 4 * (t_node + 1), 4 * t_weight
t_weight = t_weight * t_node * np.exp(-t_node**2 / 2)


class GasMode:
    """One wave vector q: pair energy is q*x, with x the shifted momentum along q."""

    def __init__(self, q, b):
        self.q, self.b = q, b
        top, edge = k_fermi + q / 2, abs(k_fermi - q / 2)
        cuts = [0, .001, .003, .01, .03, .1, .3, .7, edge, top]
        cuts = sorted(set(c for c in cuts if c <= top))
        node, weight = np.polynomial.legendre.leggauss(12)
        xs, ws = [], []
        for low, high in zip(cuts[:-1], cuts[1:]):
            xs.append(low + (node + 1) * (high - low) / 2)
            ws.append(weight * (high - low) / 2)
        x, w = np.concatenate(xs), np.concatenate(ws)
        self.x = np.concatenate([-x[::-1], x])
        self.w = np.concatenate([w[::-1], w])
        r_minus = np.sqrt(np.maximum(k_fermi**2 - (self.x - q / 2)**2, 0))[:, None]
        r_plus = np.sqrt(np.maximum(k_fermi**2 - (self.x + q / 2)**2, 0))[:, None]
        self.area = pi * (r_minus**2 - r_plus**2)[:, 0]
        s = t_node[None, :] / b
        self.disk = 2 * pi * (r_minus * j1(r_minus * s) - r_plus * j1(r_plus * s)) / s
        gauss = np.exp(-(self.x[:, None] - self.x[None, :])**2 / (2 * b * b))
        self.pair = (self.disk * t_weight) @ self.disk.T * gauss
        self.chi0, self.pi0 = self.chi_s(0), self.exchange(0)
        self.f0 = self.pi0 / self.chi0**2
        self.hartree = np.exp(-q * q / (2 * b * b))
        self.chi_slope = -1 / (2 * pi * q)        # valid for q < 2 k_fermi

    def chi_s(self, eta):
        """Noninteracting response at imaginary frequency i*eta."""
        g = 1 / (1j * eta / self.q - self.x)
        return 2 / ((2 * pi)**3 * self.q) * np.sum(self.w * self.area * g).real

    def exchange(self, eta):
        """First-order exchange response at imaginary frequency i*eta."""
        g = 1 / (1j * eta / self.q - self.x)
        square = (g[:, None] - g[None, :])**2
        total = self.w @ (self.pair * square) @ self.w
        return total.real / ((2 * pi)**6 * self.q**2)

    def exchange_slope(self):
        """d Im(exchange response)/dw at w = 0 on the real axis."""
        radius = np.sqrt(k_fermi**2 - self.q**2 / 4)
        disk_slope = 2 * pi * self.q * j0(radius * t_node / self.b)
        weight = (self.w * np.exp(-self.x**2 / (2 * self.b**2))
                  * (self.x / self.b**2 - 1 / self.x))
        total = 4 * pi * np.sum(t_weight * disk_slope * (weight @ self.disk))
        return total / ((2 * pi)**6 * self.q**3)

    def kernel_slope(self):
        return (self.exchange_slope() / self.chi0**2
                - 2 * self.pi0 * self.chi_slope / self.chi0**3)

    def parts(self):
        """Friction per |V0(q)|^2: bare, static KS change, dynamical exchange."""
        static = -2 * self.chi_slope * (self.hartree + self.f0) * self.chi0
        return np.array([-self.chi_slope, static, -self.chi0**2 * self.kernel_slope()])


b_range = 1.0
mode = GasMode(1.2, b_range)
y = mode.q / (2 * k_fermi)
lindhard = -k_fermi / pi**2 * (0.5 + (1 - y * y) / (4 * y) * np.log((1 + y) / (1 - y)))
assert abs(mode.chi0 / lindhard - 1) < 1e-7


def exchange_potential(k):
    """Exchange energy shift of an electron at the Fermi momentum k."""
    p, wp = (cosine + 1) * k / 2, cosine_weight * k / 2
    distance = k * k + p[:, None]**2 - 2 * k * p[:, None] * cosine[None, :]
    integrand = p[:, None]**2 * np.exp(-distance / (2 * b_range**2))
    return -(wp @ integrand @ cosine_weight) / (4 * pi**2)


dk = 1e-3
f_compress = ((exchange_potential(k_fermi + dk) - exchange_potential(k_fermi - dk))
              / (((k_fermi + dk)**3 - (k_fermi - dk)**3) / (3 * pi**2)))
f_long_wave = GasMode(0.05, b_range).f0
assert abs(f_long_wave / f_compress - 1) < 5e-3

contact = GasMode(1.2, 200.0)
assert abs(contact.f0 + 0.5) < 1e-3
assert abs(contact.kernel_slope()) < 1e-2 * abs(mode.kernel_slope())

# Direct first-order friction from imaginary frequencies against the split.
sample_q = [0.8, 1.2, 1.5]
sample_modes = [GasMode(q, b_range) for q in sample_q]
direct, split, dynamic = [], [], []
for m in sample_modes:
    def first_order_response(eta):
        return m.exchange(eta) + m.hartree * m.chi_s(eta)**2

    def secant(eta):
        return (first_order_response(eta) - first_order_response(0)) / eta
    eta = 0.004 * m.q
    direct.append(2 * secant(eta / 2) - secant(eta))
    split.append(m.parts()[1] + m.parts()[2])
    dynamic.append(m.parts()[2])
direct, split, dynamic = map(np.array, (direct, split, dynamic))
assert np.max(abs(direct - split)) < 0.05 * np.max(abs(dynamic))
assert np.max(abs(dynamic * 2 * pi * np.array(sample_q))) > 1e-3

# ---- Worked example: weak Gaussian ion in the model gas ----
w0, ion_strength = 1.0, 1.0


def friction_parts(points):
    node, weight = np.polynomial.legendre.leggauss(points)
    total = np.zeros(3)
    for q, wq in zip((node + 1) * k_fermi, weight * k_fermi):
        v_squared = ion_strength**2 * np.exp(-q * q)
        total += wq * q**4 * v_squared / (6 * pi**2) * GasMode(q, b_range).parts()
    return total * np.array([1, w0, w0])


q_bare, q_static, q_dynamic = friction_parts(24)
coarse = friction_parts(16)
assert abs(coarse[2] - q_dynamic) < 0.02 * abs(q_dynamic)
q_ks = q_bare + q_static
q_total = q_ks + q_dynamic
assert q_total > 0 and q_ks > 0
scale = 0.01
weak_depth = scale * ion_strength / (2 * pi)**1.5
q_weak = golden_rule_friction(scattering(weak_depth, k_fermi)[1], k_fermi) / scale**2
assert abs(q_weak / q_bare - 1) < 5e-3
si_unit = constants.hbar / constants.physical_constants['Bohr radius'][0]**2

print(f"Ring: length = {length:.1f} a0, grid points = {M}")
print(f"Ring: exact added mass = {mass_exact:.6f} electron masses")
print(f"Ring: static-KS added mass = {mass_ks:.6f} electron masses")
print(f"Ring: dynamical-kernel term = {mass_xc:.6f} electron masses")
print(f"Ring: frozen-kernel added mass = {mass_adiabatic:.6f} electron masses")
print("Strong well: V = -exp(-r^2/2) Ha, r in a0, k = 1 / a0")
for l in range(3):
    print(f"Strong well: phase shift l={l}: {shifts[l]:.5f} rad (modulo pi)")
print(f"Strong well: transport cross section = {sigma_tr:.5f} a0^2")
print(f"Strong well: KS-type friction = {q_strong:.6f} hbar/a0^2")
print(f"Gas: Fermi wave number = {k_fermi:.2f} / a0")
print(f"Gas: density = {gas_density:.6f} / a0^3")
print(f"Gas: interaction w0 = {w0:.2f} Ha a0^3, b = {b_range:.2f} / a0")
print(f"Ion: strength U = {ion_strength:.2f} Ha a0^3")
print(f"Exchange kernel, q=0.05/a0: {f_long_wave:.5f} Ha a0^3")
print(f"Exchange kernel, compressibility: {f_compress:.5f} Ha a0^3")
for m, d, s in zip(sample_modes, direct, split):
    print(f"q = {m.q:.1f} / a0: static exchange kernel = {m.f0:.5f} Ha a0^3")
    print(f"   slope of Im f_x = {m.kernel_slope():.5f} hbar a0^3")
    print(f"   first-order friction density, direct = {d:.6f} a.u.")
    print(f"   first-order friction density, split = {s:.6f} a.u.")
print(f"Contact limit, q=1.2/a0: slope of Im f_x = {contact.kernel_slope():.2e} hbar a0^3")
print(f"Friction, bare scattering = {q_bare:.6e} hbar/a0^2")
print(f"Friction, weak phase-shift check = {q_weak:.6e} hbar/a0^2")
print(f"Friction, static KS change = {q_static:.6e} hbar/a0^2")
print(f"Friction, KS total = {q_ks:.6e} hbar/a0^2")
print(f"Friction, dynamical exchange = {q_dynamic:.6e} hbar/a0^2")
print(f"Friction, full first order = {q_total:.6e} hbar/a0^2")
print(f"Dynamical exchange / KS total = {100 * q_dynamic / q_ks:.3f} percent")
print(f"Friction, full first order = {q_total * si_unit:.4e} kg/s")
print(f"Friction, dynamical exchange = {q_dynamic * si_unit:.4e} kg/s")
print("PASS")
```

Output:

```
Ring: length = 10.0 a0, grid points = 31
Ring: exact added mass = 0.656461 electron masses
Ring: static-KS added mass = 0.411378 electron masses
Ring: dynamical-kernel term = 0.245083 electron masses
Ring: frozen-kernel added mass = 0.411378 electron masses
Strong well: V = -exp(-r^2/2) Ha, r in a0, k = 1 / a0
Strong well: phase shift l=0: 1.02020 rad (modulo pi)
Strong well: phase shift l=1: 0.47574 rad (modulo pi)
Strong well: phase shift l=2: 0.07816 rad (modulo pi)
Strong well: transport cross section = 7.31878 a0^2
Strong well: KS-type friction = 0.247182 hbar/a0^2
Gas: Fermi wave number = 1.00 / a0
Gas: density = 0.033774 / a0^3
Gas: interaction w0 = 1.00 Ha a0^3, b = 1.00 / a0
Ion: strength U = 1.00 Ha a0^3
Exchange kernel, q=0.05/a0: -0.14853 Ha a0^3
Exchange kernel, compressibility: -0.14850 Ha a0^3
q = 0.8 / a0: static exchange kernel = -0.15664 Ha a0^3
   slope of Im f_x = -0.01959 hbar a0^3
   first-order friction density, direct = -0.021513 a.u.
   first-order friction density, split = -0.021513 a.u.
q = 1.2 / a0: static exchange kernel = -0.16642 Ha a0^3
   slope of Im f_x = -0.03800 hbar a0^3
   first-order friction density, direct = -0.007192 a.u.
   first-order friction density, split = -0.007192 a.u.
q = 1.5 / a0: static exchange kernel = -0.17439 Ha a0^3
   slope of Im f_x = -0.06280 hbar a0^3
   first-order friction density, direct = -0.002136 a.u.
   first-order friction density, split = -0.002136 a.u.
Contact limit, q=1.2/a0: slope of Im f_x = -4.80e-06 hbar a0^3
Friction, bare scattering = 1.220750e-03 hbar/a0^2
Friction, weak phase-shift check = 1.220532e-03 hbar/a0^2
Friction, static KS change = -7.051298e-05 hbar/a0^2
Friction, KS total = 1.150237e-03 hbar/a0^2
Friction, dynamical exchange = 3.268579e-06 hbar/a0^2
Friction, full first order = 1.153505e-03 hbar/a0^2
Dynamical exchange / KS total = 0.284 percent
Friction, full first order = 4.3440e-17 kg/s
Friction, dynamical exchange = 1.2309e-19 kg/s
PASS
```
